# Does a Linear Contact Curve Rule Out a Schottky Barrier?

**The argument under review**

The argument concerns a metal contact to heavily doped n-type silicon. Its current-voltage curve is straight within a few per cent over the working range, and its resistance hardly changes with temperature. The same metal on lightly doped silicon rectifies. A Schottky barrier rectifies, the argument runs, and current over a barrier is thermally activated; the heavily doped contact does neither, so heavy doping must have removed the barrier.

The observations may all be correct. The question is whether they distinguish a contact without a barrier from one whose barrier has kept its height. To answer it, I hold the barrier height fixed, change the doping, and calculate the current.

**What doping does to a fixed barrier**

Let $\phi$ be the energy of the conduction-band edge at the interface above the metal Fermi level. Let $\zeta$ be the semiconductor Fermi level measured from the bulk band edge, and let positive $V$ (forward bias) raise the semiconductor Fermi level by $eV$ relative to the metal. The metal Fermi level then lies at $\zeta-eV$ above the bulk band edge, and the total band bending is

$$U_b=\phi+\zeta-eV .$$

I use Gaussian units, uniform ionized donors of density $N$, permittivity $\epsilon$, and the depletion approximation, in which mobile electrons are absent from $0<x<W$. The electron potential energy obeys

$$\frac{d^2U}{dx^2}=\frac{4\pi e^2N}{\epsilon},\qquad U(W)=U'(W)=0 .$$

Integrating twice gives $U=a(W-x)^2$ with $a=2\pi e^2N/\epsilon$. Setting $U(0)=U_b$ gives

$$W=\sqrt{\frac{\epsilon U_b}{2\pi e^2N}} .$$

Doping thus narrows the barrier roughly as $N^{-1/2}$. Nothing in this calculation lowers $\phi$.

An electron whose energy of motion normal to the interface is $E$, measured from the bulk band edge, must tunnel where $U>E$. With $y=W-x$, the WKB exponent is

$$G=\frac{2\sqrt{2m}}{\hbar}\int_{\sqrt{E/a}}^{W}\sqrt{ay^2-E}\,dy .$$

Put $z=\sqrt a\,y$, so that $dy=dz/\sqrt a$ and the upper limit becomes $\sqrt{U_b}$. The prefactor becomes $2/E_{00}$, where

$$E_{00}=\frac{\hbar\sqrt a}{\sqrt{2m}}=\hbar e\sqrt{\frac{\pi N}{m\epsilon}} .$$

An antiderivative of $\sqrt{z^2-E}$ is $\tfrac12[z\sqrt{z^2-E}-E\,\mathrm{arcosh}(z/\sqrt E)]$, which vanishes at the lower limit $z=\sqrt E$. Hence

$$G=\frac{1}{E_{00}}\left[\sqrt{U_b(U_b-E)}-E\,\mathrm{arcosh}\sqrt{\frac{U_b}{E}}\right].$$

I take the transmission to be $D=e^{-G}$ below the barrier top and $D=1$ above it. The response to bias follows from differentiating the upper limit of the $z$ integral:

$$\frac{\partial G}{\partial U_b}=\frac{2}{E_{00}}\sqrt{U_b-E}\,\frac{1}{2\sqrt{U_b}}=\frac{s}{E_{00}},\qquad s=\sqrt{1-\frac{E}{U_b}} .$$

The energy $E_{00}$ therefore sets both the size of the exponent and the bias scale on which it changes.

**The current and its first two orders in voltage**

Take $\nu$ equivalent valleys of isotropic mass $m$, conserved transverse momentum, and a metal with states at every transverse momentum required. Counting two spins, the current density carried by the net electron flow from semiconductor to metal, taken as positive in forward bias and with $k_x$ and $v_x$ here counted positive towards the metal, is

$$J=2\nu e\int_{k_x>0}\frac{d^3k}{(2\pi)^3}\,v_xD\,(f_s-f_m).$$

Here $\hbar v_xdk_x=dE$, and the transverse area element is $2\pi k_\perp dk_\perp=(2\pi m/\hbar^2)dE_\perp$. The integral of a Fermi function with chemical potential $\mu$ over $E_\perp$ from zero to infinity is $S(\mu-E)$, where $S(u)=kT\ln(1+e^{u/kT})$. Collecting factors gives

$$J=\frac{K}{e}\int_0^\infty D(E,V)\,[S(\zeta-E)-S(\zeta-eV-E)]\,dE,$$

$$K=\frac{\nu e^2m}{2\pi^2\hbar^3} .$$

Now expand at small $V$. Since $S'(\zeta-E)=f(E)$, the equilibrium Fermi function, and $S''(\zeta-E)=-f'(E)$, with $f'=df/dE$, the bracket is

$$eVf-\frac{(eV)^2}{2}(-f')+\dots$$

The transmission changes as well. Forward bias reduces $U_b$, so $\partial U_b/\partial V=-e$ and

$$\frac{\partial D}{\partial V}=-D\,\frac{\partial G}{\partial U_b}\,(-e)=\frac{eDs}{E_{00}}\quad(E<U_b).$$

Above the top this derivative is zero. $D$ is continuous there, so no boundary term appears. Multiplying the two expansions and writing $J=(V/\rho)(1+\beta V+\dots)$, I find

$$\frac1\rho=K\int_0^\infty Df\,dE,$$

$$\beta=e\,\frac{\displaystyle\frac1{E_{00}}\int_0^{U_b}Dfs\,dE-\frac12\int_0^\infty D(-f')\,dE}{\displaystyle\int_0^\infty Df\,dE},$$

with $D$ and $U_b$ evaluated at zero bias.

The first result already weakens the argument. In this model $1/\rho$ is finite and nonzero for any finite barrier at nonzero temperature, so the curve is a straight line at small enough voltage. Straightness carries information only when the voltage across the contact itself is compared with the scale on which the curve should bend.

The two parts of $\beta$ have opposite signs. The first is the gain in transmission as forward bias lowers the band bending. The second arises because the window of energies that supplies net current, between the two Fermi levels, moves down under forward bias. Summed over transverse motion, the transmission at total energy $\varepsilon$ is proportional to $\int_0^{\varepsilon}D\,dE$, which is smaller at lower $\varepsilon$, even if $D$ is constant. Under reverse bias the window moves up.

**Two limits**

*Thermionic emission.* When doping is so light that $D$ is effectively a step at $U_b$, and the electrons there obey Boltzmann statistics, $S(u)\simeq kT e^{u/kT}$. The current integral becomes

$$J=\frac{K}{e}(kT)^2\left[e^{(\zeta-U_b)/kT}-e^{(\zeta-eV-U_b)/kT}\right].$$

Inserting $U_b=\phi+\zeta-eV$ gives

$$J=\frac{K(kT)^2}{e}e^{-\phi/kT}\left(e^{eV/kT}-1\right).$$

Expanding the last factor as $(eV/kT)(1+eV/2kT+\dots)$ yields

$$\frac1\rho=K\,kT\,e^{-\phi/kT},\qquad \beta=\frac{e}{2kT} .$$

This is the behaviour the argument has in mind: an activated resistance and a curve that bends on the scale of $kT/e$.

*Field emission at low temperature.* For a degenerate semiconductor with $T\to0$, $f$ is one up to $\zeta$ and $-f'$ becomes a delta function at $\zeta$. Then

$$\frac1\rho=K\int_0^\zeta D\,dE,$$

$$\beta=e\left[\frac{\langle s\rangle}{E_{00}}-\frac{D(\zeta)}{2\int_0^\zeta D\,dE}\right],$$

where $\langle s\rangle$ is the average of $s$ over $0<E<\zeta$ with weight $D$. Both quantities remain finite as $T$ falls, while the thermionic $\rho$ and $\beta$ diverge. Because $s\le1$, the barrier-lowering part of $\beta$ cannot exceed $e/E_{00}$. A barrier crossed by field emission therefore need not show an activated resistance or a bend on the scale $kT/e$.

**One barrier on two doping levels**

The following parameters are rough values in the regime of a silicide on n-type silicon: $\phi=0.60$ eV, $m=0.32\,m_0$, six valleys, $\epsilon=11.7$ and $T=300$ K, so $kT=25.85$ meV. The barrier height is held fixed while the doping changes.

At $10^{17}$ cm$^{-3}$ the barrier is 77 nm wide and $E_{00}=3.0$ meV, well below $kT$. The calculated resistivity is $6.2\ \Omega\,$cm$^2$. The thermionic formula gives $15\ \Omega\,$cm$^2$; the model is lower by a factor of 2.4 because it also admits tunnelling just below the top. This factor belongs to the WKB model, which sets $D=1$ at the top. Quantum reflection at the metal interface works the other way and can outweigh it, while image-force lowering adds to it, so only the order of magnitude of this resistivity should be trusted. The curvature is $\beta=18.6$ V$^{-1}$, close to $e/2kT=19.3$ V$^{-1}$. At $\pm20$ mV the larger departure from the zero-bias line is 49% of the current on that line.

At $2\times10^{20}$ cm$^{-3}$ the Fermi level is $\zeta=0.113$ eV, so $U_b=0.60+0.113=0.713$ eV. The width is 2.15 nm and $E_{00}=0.1357$ eV, about $5.2\,kT$. At the Fermi level $U_b-E=\phi$, and the exponent is

$$G(\zeta)=\frac{\sqrt{0.713\times0.600}-0.113\,\mathrm{arcosh}\sqrt{0.713/0.113}}{0.1357}\approx3.5 .$$

The transmission there is $e^{-3.5}\approx0.03$. The resistivity is $1.5\times10^{-8}\ \Omega\,$cm$^2$, smaller than in the lightly doped case by a factor of $4\times10^8$, with the same barrier height.

A low contact resistivity therefore does not require transmission near one. If $D$ is set to one at every energy, with the same heavy doping, the resistivity is $2.8\times10^{-10}\ \Omega\,$cm$^2$. The barrier raises the contact resistivity to about 53 times this ballistic value, yet the curve is nearly straight: the larger departure at $\pm20$ mV is 1.7%.

The reason can be read from the two parts of the curvature:

$$\beta=6.84-7.69=-0.85\ \mathrm{V}^{-1}.$$

The two parts are smaller than their lightly doped counterparts (37.9 and 19.3 V$^{-1}$) by factors of 5.5 and 2.5, and they nearly cancel. The cancellation matters: either part alone would give a departure of roughly 15% at 20 mV. The negative sign means that reverse bias conducts slightly better than forward bias, opposite to the thermionic case. Since it is a small difference between larger numbers, I would not rely on this sign for a real contact.

The temperature evidence is no stronger. The ratio of the resistivity at 250 K to that at 350 K is 1.10 for the heavily doped contact and about 2600 for the lightly doped one, with donors taken as fully ionized in both and $\phi$ taken as independent of temperature. If $\phi$ followed the temperature shift of the silicon gap, the heavily doped ratio would be about 1.3, and at $5\times10^{19}$ cm$^{-3}$ it is about 1.6 even with $\phi$ fixed. A weak temperature dependence, not an activated one, is what this barrier gives once $E_{00}$ is several times $kT$.

**The condition depends on current**

Inverting the expansion to second order gives $V=\rho J-\beta(\rho J)^2+\dots$, so a contact is ohmic in use when

$$|\beta|\,\rho|J|\ll1$$

and the higher terms are also small. The second requirement is needed because $\beta$ can pass near zero.

At $10^6$ A/cm$^2$, a density that corresponds to 1 mA through $1\ \mu\mathrm m\times0.1\ \mu\mathrm m$, the heavily doped contact has $\rho J=15$ mV and $|\beta|\rho J\approx0.013$. The calculated voltages for the two current directions, with $\phi$ again fixed, are as follows.

- At $2\times10^{20}$ cm$^{-3}$: $+15.2$ and $-14.8$ mV, against $\rho J=15.0$ mV.
- At $1\times10^{20}$ cm$^{-3}$: $+115$ and $-97$ mV, against $\rho J=113$ mV.
- At $5\times10^{19}$ cm$^{-3}$: $+282$ and $-446$ mV, against $\rho J=1413$ mV.

The last contact is not ohmic at this current, although it too has a linear region near zero. Its reverse entry is also at the edge of the model: the band bending is $0.60+0.446$ eV plus the Fermi level, close to the rough silicon gap of 1.1 eV.

**How the measurement can hide curvature**

Two features of a test structure make a straight line still less informative. First, suppose a linear series resistance adds $rJ$ to the voltage, with $r$ referred to the contact area. The quadratic term is then divided by the total linear voltage $(\rho+r)J$, and the fractional departure becomes

$$-\beta\rho J\,\frac{\rho}{\rho+r}.$$

A large series resistance dilutes the contact's curvature.

Second, current through two contacts enters the semiconductor at one and leaves at the other. If they are identical and carry the same uniform current density, the contact voltages add to $V(J)-V(-J)$. Write $J=(V/\rho)(1+\beta V+\gamma V^2+\dots)$ and invert to third order:

$$V=\rho J-\beta(\rho J)^2+(2\beta^2-\gamma)(\rho J)^3+\dots$$

The even term cancels in the difference:

$$V(J)-V(-J)=2\rho J+2(2\beta^2-\gamma)(\rho J)^3+\dots$$

Even the lightly doped contact benefits. At $J=0.1\,kT/(e\rho)=4.2\times10^{-4}$ A/cm$^2$, the voltage of one forward contact departs from $\rho J$ by 4.5%, while that of the opposed pair departs from $2\rho J$ by 0.3%. The cancellation does not help at large drops: for the $5\times10^{19}$ cm$^{-3}$ contacts above, the pair voltage is $282+446=728$ mV, against $2\rho J\approx2.83$ V.

**How far the model can be trusted for silicon**

The resistivity of the heavily doped contact is a model estimate. Each correction below was applied separately to the heavily doped contact. The first number is the factor by which $\rho$ changes relative to the model; the second is the larger departure from the line at $\pm20$ mV.

- Image force: 0.41, 0.8%.
- Free-electron screening inside the barrier: 1.50, 3.3%.
- Anisotropic valleys on a (100) face: 0.48, 3.1%.
- Two-band dispersion in the gap, applied to the normal energy alone: 0.52, 4.6%. This shortcut overstates the effect; applied to the total energy, with the transverse term added separately, it gives about 0.62 and 3.3%. For the indirect valleys of silicon a two-band form is in any case only a rough guide.
- Wave equation instead of WKB, with a metal band 5 eV deep and the same mass: 0.73, 2.9%.

The resistivity moves by up to a factor of about 2.4, but in each case the curve remains straight within 5% at 20 mV. The combined effect was not calculated, and the factors should not simply be multiplied.

The image force deserves a closer look, since it does lower the barrier. Near the interface the potential energy falls with slope $F=2U_b/W$, and the image energy is $-e^2/(4\epsilon x)$. Minimizing the total reduction $Fx+e^2/(4\epsilon x)$ gives $x=\sqrt{e^2/(4\epsilon F)}$ and a lowering of $\sqrt{e^2F/\epsilon}=0.29$ eV. This is about half of $\phi$, so some 0.3 eV of barrier remains in this estimate. The estimate is rough: it puts the barrier top only about 0.2 nm from the interface, roughly one silicon bond length, where a continuum image force with the bulk permittivity is no longer reliable.

The assumption most openly strained is uniform donor charge. The mean dopant spacing is 1.7 nm and the barrier is 2.15 nm wide, so a real barrier varies from place to place along the interface; that effect is not sized here. The field of 6.6 MV/cm might suggest avalanche breakdown, but the band bending at $-20$ mV is 0.73 eV, below the gap. An electron starting from rest at the interface band edge cannot gain enough energy from this bending to create an electron-hole pair.

**What evidence would serve**

The rectifying contact on lightly doped silicon, which the argument uses only as a contrast, is relevant evidence: it shows that this metal can form a barrier. It does not prove that the height is the same at heavy doping, because processing may alter the interface.

A doping series is more telling. Between $5\times10^{19}$ and $2\times10^{20}$ cm$^{-3}$, the model with fixed $\phi$ predicts that $\rho$ falls by a factor of 94. The figure is sensitive to the tunnelling mass: with the anisotropic valleys of a (100) face it is about 47. Without a barrier, $1/\rho=K\int f\,dE$. At zero temperature this integral equals $\zeta\propto N^{2/3}$, which would give a factor of $4^{2/3}=2.5$; at 300 K the factor is 2.9. A fall far steeper than the ballistic one points to a barrier that thins with doping, provided that series resistance has been subtracted, the active doping is known, and the interface is otherwise unchanged.

**Assessment**

The conclusion that the barrier is absent should be withdrawn. The reported curve supports a narrower statement: over the measured range, the contact adds little nonlinearity to the circuit. It does not prove that a barrier is present either, since a contact without one can also give a straight line at small voltage. The values used here are listed in the numerical output.

## Table of computed values

```
barrier 0.60 eV, mass 0.32 m0, valleys 6, eps 11.7
temperature 300 K, kT = 25.85 meV
[light] doping 1.0e+17 cm^-3, Fermi level -0.1449 eV
  band bending 0.4551 eV, width 76.712 nm
  interface field 0.119 MV/cm
  E00 = 3.03 meV, E00/kT = 0.117
  contact resistivity 6.217e+00 ohm cm^2
  beta 18.552 = 37.893 - 19.341 per V
  departure from line at +/-20 mV: 48.54 %
[heavy] doping 2.0e+20 cm^-3, Fermi level 0.1129 eV
  band bending 0.7129 eV, width 2.147 nm
  interface field 6.641 MV/cm
  E00 = 135.70 meV, E00/kT = 5.249
  contact resistivity 1.496e-08 ohm cm^2
  beta -0.851 = 6.840 - 7.691 per V
  departure from line at +/-20 mV: 1.72 %
heavy: exponent at Fermi level 3.511, D = 0.0299
thermionic resistivity, same barrier: 1.495e+01 ohm cm^2
thermionic beta e/(2kT): 19.34 per V
light/heavy resistivity ratio: 4.155e+08
barrierless resistivity, heavy: 2.841e-10 ohm cm^2
rho(250 K)/rho(350 K): heavy 1.101, light 2638.8
rho(5e19)/rho(2e20): barrier 94.47, barrierless 2.93
light, J = 4.158e-04 A/cm^2: departure of V from rho*J
  one contact 4.51 %, opposed pair 0.31 %
contact voltages at +/-1e+06 A/cm^2:
  5e+19 cm^-3: rho 1.413e-06 ohm cm^2, rho*J 1413.4 mV, V 282.4 / -446.1 mV
  1e+20 cm^-3: rho 1.128e-07 ohm cm^2, rho*J 112.8 mV, V 114.6 / -96.5 mV
  2e+20 cm^-3: rho 1.496e-08 ohm cm^2, rho*J 15.0 mV, V 15.2 / -14.8 mV
neglected effects, heavy: rho/rho_model, departure at 20 mV
  image force: 0.412, 0.84 %
  carrier screening: 1.498, 3.28 %
  anisotropic valleys: 0.476, 3.08 %
  two-band gap: 0.519, 4.64 %
  wave equation: 0.728, 2.94 %
image-force lowering estimate: 0.286 eV
mean dopant spacing 1.71 nm, width 2.15 nm
bending at -20 mV 0.733 eV, rough gap 1.1 eV
```
